\section*{Two absolute potentials of the hydrogen electrode and the implied surface potential, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem}

The standard hydrogen electrode (SHE) is a metal M in an aqueous solution of unit proton activity, in equilibrium with H$_2$ gas. This exercise adopts two values for its absolute potential, 4.44 V and 4.28 V. The first goes with the work of moving a proton into water from a point just outside the surface. The second goes with a solvation free energy extrapolated from ion--water clusters (the cluster-pair approximation) and read as free of any surface term. Both numbers are data of this exercise and are not derived.

The algebra is in atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$), so a potential and the energy of a unit charge in it are the same number; numbers are in eV and \AA. The conditions are $T=298.15$ K, ideal gases at $p^\circ=1$ bar, and an ideal solution at $c^\circ=1$ mol/L. The reference electron is at rest, with free energy $G_e=0$, and both data are taken to refer to it. The outer (Volta) potential $\psi$ is the potential just outside the solution, at a distance large against molecular sizes and the range of the image force but small against the sample. The inner (Galvani) potential is $\phi=\psi+\chi$, which defines the surface potential $\chi$.

\begin{enumerate}
\item[(a)] Express the absolute potential through the free energies of atomization of H$_2$, ionization of H and solvation of H$^+$, once for a reference electron at $\psi$ and once at $\phi$.
\item[(b)] Compute the two gas-phase legs.
\item[(c)] Find the solvation free energies implied by the two data, also for transfer at equal concentration, and the implied $\chi$.
\item[(d)] Relate $\chi$ to the surface dipole density, and estimate the alignment of surface molecules that it requires.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Write the equilibrium condition for $\tfrac12\mathrm{H}_2\rightleftharpoons \mathrm{H}^+(\mathrm{aq})+e^-(\mathrm{M})$ with electrochemical potentials, then add and subtract the chemical potential of H(g).
\item[(b)] Get $\mu$ from $Q=q^N/N!$. Count the electron spin of H, and treat nuclear spin alike in all species.
\item[(c)] One bar of ideal gas and one mole per litre are different number densities.
\item[(d)] Integrate Poisson's equation across a neutral planar layer, by parts.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The cycle}

At constant $T$ and $p$ the free energy is stationary against moving the reaction forward, so
\begin{equation}
\tfrac12\mu^\circ_{\mathrm{H_2}}=\tilde\mu_{\mathrm{H^+}}+\tilde\mu_e ,
\label{eq:equil}
\end{equation}
where $\tilde\mu_e$ is the Fermi level of the metal and all energies are counted from a proton and an electron at rest in field-free vacuum. The proton is brought from the standard gas to the point just outside the solution, which costs $+\psi$ for charge $+1$, and then into the standard solution, which costs the real solvation free energy $\alpha$:
\begin{equation}
\tilde\mu_{\mathrm{H^+}}=\mu^\circ_{\mathrm{H^+}}+\psi+\alpha .
\label{eq:proton}
\end{equation}
A reference electron outside the solution has free energy $G_e-\psi$, since its charge is $-1$. The absolute potential is the work of lifting an electron from the Fermi level to this state. Eliminating $\tilde\mu_e$ with \eqref{eq:equil} and \eqref{eq:proton},
\begin{align}
E_{\mathrm{real}}&\equiv(G_e-\psi)-\tilde\mu_e \nonumber\\
&=G_e-\psi-\tfrac12\mu^\circ_{\mathrm{H_2}}+\mu^\circ_{\mathrm{H^+}}+\psi+\alpha \nonumber\\
&=\underbrace{\mu^\circ_{\mathrm{H}}-\tfrac12\mu^\circ_{\mathrm{H_2}}}_{\Delta G_{\mathrm{at}}}
+\underbrace{\mu^\circ_{\mathrm{H^+}}-\mu^\circ_{\mathrm{H}}}_{\Delta G_{\mathrm{ion}}}+\alpha+G_e .
\label{eq:cycle}
\end{align}
The outer potential cancels because proton and electron form a neutral pair, and $\mu^\circ_{\mathrm H}$ was added and subtracted in the last line. The reduction $\mathrm{H^+(aq)}+e^-\to\tfrac12\mathrm{H_2}$ with the reference electron has free energy $-E_{\mathrm{real}}$, so the sign is that of a reduction potential.

This quantity can be measured. An electron at rest outside the metal has energy $-\psi_M$, and the work function $W_M$ is its height above the Fermi level, so $\tilde\mu_e=-W_M-\psi_M$. For $G_e=0$ this gives $E_{\mathrm{real}}=W_M+\psi_M-\psi$, a work function plus a Volta potential difference across a gas gap. No property of M appears in \eqref{eq:cycle}, so a change of metal changes $W_M$ and $\psi_M-\psi$ by opposite amounts. Through \eqref{eq:cycle}, $\alpha$ is measurable too.

Now write $\tilde\mu_{\mathrm{H^+}}=\mu^\circ_{\mathrm{H^+}}+\phi+\mu_s$, which defines the intrinsic solvation free energy $\mu_s$. Comparison with \eqref{eq:proton} gives $\alpha=\mu_s+\phi-\psi=\mu_s+\chi$. With the reference electron at the inner potential,
\begin{equation}
E_{\mathrm{int}}\equiv(G_e-\phi)-\tilde\mu_e=E_{\mathrm{real}}-\chi
=\Delta G_{\mathrm{at}}+\Delta G_{\mathrm{ion}}+\mu_s+G_e .
\label{eq:int}
\end{equation}
The two scales describe the same Fermi level from two zeros. For a couple $\mathrm{X}^{z+}+ze^-\rightleftharpoons\mathrm{X}$ the ion has $\alpha_X=\mu_{s,X}+z\chi$, and the potential is the cycle sum divided by $z$, so it also shifts by $\chi$. A potential against the SHE is a difference of two such numbers and contains no $\chi$. At potential $U$ against the SHE the Fermi level is lower by $U$, so at unit proton activity \eqref{eq:equil} gives $\tilde\mu_{\mathrm{H^+}}+\tilde\mu_e=\tfrac12\mu^\circ_{\mathrm{H_2}}-U$. This is the computational hydrogen electrode, which needs none of the three legs. Only their sum, $E_{\mathrm{real}}$, is needed when a Fermi level or band edge computed against the vacuum level outside the solution is placed on the SHE scale.

\subsection*{(b) The gas-phase legs}

For $N$ non-interacting, non-degenerate particles $Q=q^N/N!$ and $F=-k_BT\ln Q$. Adding one particle at fixed volume gives $\mu=F(N+1)-F(N)=-k_BT\ln[q/(N+1)]$. The one-particle sum factorizes into the ground-level factor $e^{-\varepsilon_0/k_BT}$, an internal sum $q_{\mathrm{int}}$, and the translational Gaussian integral
\begin{equation}
q_{\mathrm{tr}}=V\!\int\!\frac{d^3P}{(2\pi)^3}\,e^{-P^2/2mk_BT}
=V\left(\frac{mk_BT}{2\pi}\right)^{3/2}\equiv\frac{V}{\Lambda^3}.
\end{equation}
For large $N$, $(N+1)/V\to n^\circ=p^\circ/k_BT$, and
\begin{equation}
\mu^\circ=\varepsilon_0+g,\qquad g=-k_BT\ln\frac{q_{\mathrm{int}}}{n^\circ\Lambda^3}.
\label{eq:ideal}
\end{equation}
The program tests this against explicit sums over periodic-box states. Here $k_BT=0.025693$ eV and $n^\circ=2.4293\times10^{-5}$ \AA$^{-3}$.

\paragraph{Ionization.} The relative motion in H has $H=-\nabla^2/2m_r-1/r$ with $m_r=m_p/(m_p+1)$. For $e^{-\kappa r}$ one has $\nabla^2e^{-\kappa r}=(\kappa^2-2\kappa/r)e^{-\kappa r}$. The $1/r$ terms cancel if $\kappa=m_r$, which leaves the eigenvalue $-\kappa^2/2m_r=-m_r/2$. The function is nodeless and hence the ground state, so the nonrelativistic ionization energy is $I=m_r/2=13.5983$ eV; a Gaussian-basis diagonalization in the program tests it. The atom has $q_{\mathrm{int}}=2$ from the electron spin (excited levels lie several hundred $k_BT$ higher), the proton has $q_{\mathrm{int}}=1$, and $\Lambda^3\propto m^{-3/2}$. From \eqref{eq:ideal},
\begin{align}
\Delta G_{\mathrm{ion}}&=I+g_{\mathrm{H^+}}-g_{\mathrm H}
=I+k_BT\ln\frac{2\Lambda_p^3}{\Lambda_{\mathrm H}^3}
=I+k_BT\ln2+\tfrac32k_BT\ln\frac{m_{\mathrm H}}{m_p}\nonumber\\
&=13.5983+0.0178=13.6161\ \mathrm{eV}\quad(1313.8\ \mathrm{kJ/mol}).
\end{align}
The mass term is $\tfrac32k_BT\,m_e/m_p$ to leading order and lies below the last digit. The term $k_BT\ln2$ is the spin entropy that the atom loses and that the reference electron, with $G_e=0$, does not receive.

\paragraph{Well depth.} The H$_2$ curve is computed by full configuration interaction in the cc-pVTZ basis. The program tests the two-electron diagonalization against CISD, which is exact for two electrons, and the energy at large separation against two atoms in the same basis. The curve is then shifted rigidly to an estimate of the basis limit at $R=0.7408$ \AA. The correlation energy is assumed to follow $E_X=E_\infty+A/X^3$ in the cardinal number $X$. Multiplying by $X^3$ for $X=4$ and $X=3$ and subtracting removes $A$, since $64E_4-27E_3=37E_\infty$:
\begin{equation}
E_\infty=\frac{64(-1.0976)-27(-1.0714)}{37}=-1.1167\ \mathrm{eV}.
\end{equation}
With the Hartree--Fock energy in cc-pVQZ, $E(\mathrm{H_2})=-30.8430-1.1167=-31.9597$ eV. The shifted curve has its minimum at $R_e=0.7426$ \AA, at a depth $D_e=4.7484$ eV below two clamped-nucleus atoms of $-\tfrac12$ hartree each. A rigid shift leaves the shape of the curve unchanged, so $R_e$ and the levels below are cc-pVTZ values; only the depth is extrapolated. A cc-pVQZ shape moves $R_e$ by $-0.0007$ \AA, the zero-point energy by $-0.0004$ eV, $B_0$ by $+0.00002$ eV and $q_{\mathrm{int}}$ by $-0.004$, but $\Delta G_{\mathrm{gas}}$ by only 0.0001 eV. The Hartree--Fock part is not extrapolated, although it still drops by 0.0136 eV from cc-pVTZ to cc-pVQZ. Against literature values at this $R$ (Hartree--Fock limit $-30.848$ eV, exact $-31.959$ eV), it lies about 0.005 eV too high and the extrapolated correlation energy about 0.005 eV too low. The total therefore profits from a cancellation, and the last two decimals of $D_e$ only carry the arithmetic.

\paragraph{Levels.} The radial equation with reduced mass $m_p/2$ and centrifugal term $J(J+1)/m_pR^2$ is diagonalized on a grid (sinc discrete-variable representation). The zero-point energy is 0.2706 eV. The harmonic value is $\omega_e/2=0.5468/2=0.2734$ eV, and the low-order anharmonic (Dunham) expansion, against which the program tests the grid result, gives 0.2706 eV. Hence $D_0=4.7484-0.2706=4.4778$ eV.

Combining a clamped-nucleus $D_0$ with a reduced-mass $I$ assumes that the adiabatic correction of H$_2$ equals that of two atoms. Per atom such a correction has the scale $I\,m_e/m_p$, under 0.01 eV. The difference between molecule and atoms is not computed here.

\paragraph{Nuclear spin.} The state must be odd under exchange of the protons. In the $^1\Sigma_g^+$ ground state the exchange multiplies the spatial part by $(-1)^J$, so even $J$ goes with the odd nuclear singlet (one state) and odd $J$ with the triplet (three states). The full sum is $4q_{\mathrm{int}}$ with
\begin{equation}
q_{\mathrm{int}}=\sum_{v,J}w_J(2J+1)\,e^{-(\varepsilon_{vJ}-\varepsilon_{00})/k_BT},\qquad
w_{\mathrm{even}}=\tfrac14,\quad w_{\mathrm{odd}}=\tfrac34 .
\end{equation}
The factor 4 contributes $-\tfrac12k_BT\ln4=-k_BT\ln2$ to $\tfrac12\mu_{\mathrm{H_2}}$, the same as the two nuclear spin states of H or H$^+$ contribute to theirs, so it is dropped everywhere. With ortho and para H$_2$ in equilibrium, the sum over computed levels is $q_{\mathrm{int}}=1.9356$.

A rigid rotor checks the size. Let $f(J)=(2J+1)e^{-J(J+1)/x}$ with $x=k_BT/B_0$ and $B_0=(\varepsilon_{01}-\varepsilon_{00})/2=0.007324$ eV. The Euler--Maclaurin formula reads $\sum_Jf=\int_0^\infty f\,dJ+\tfrac12f(0)-\tfrac1{12}f'(0)+\tfrac1{720}f'''(0)-\dots$. The substitution $y=J(J+1)$ gives $\int f\,dJ=x$. To first order in $1/x$, $f=2J+1-(2J^3+3J^2+J)/x$, so $f(0)=1$, $f'(0)=2-1/x$, $f'''(0)=-12/x$, and higher derivatives vanish at this order. Then
\begin{equation}
\sum_Jf\simeq x+\tfrac12-\tfrac16+\tfrac1{12x}-\tfrac1{60x}=x+\tfrac13+\tfrac1{15x}.
\end{equation}
At high temperature the even and odd sums are each half of this, and $\tfrac14\cdot\tfrac12+\tfrac34\cdot\tfrac12=\tfrac12$. With $x=0.025693/0.007324=3.508$ the estimate is $(3.508+0.3333+0.0190)/2=1.930$, which is 0.3\% below the level sum; the program asserts agreement within 2\%.

\paragraph{Atomization.} With $\Lambda_{\mathrm{H_2}}=0.7122$ \AA\ and $\Lambda_{\mathrm H}=1.0071$ \AA,
\begin{align}
g_{\mathrm{H_2}}&=-0.025693\,\ln\frac{1.9356}{2.4293\times10^{-5}\times0.7122^3}=-0.025693\times12.304=-0.3161\ \mathrm{eV},\nonumber\\
g_{\mathrm{H}}&=-0.025693\,\ln\frac{2}{2.4293\times10^{-5}\times1.0071^3}=-0.025693\times11.297=-0.2903\ \mathrm{eV}.
\end{align}
Since $\varepsilon_0(\mathrm H)-\tfrac12\varepsilon_0(\mathrm{H_2})=D_0/2$,
\begin{align}
\Delta G_{\mathrm{at}}&=\tfrac12D_0+g_{\mathrm H}-\tfrac12g_{\mathrm{H_2}}=2.2389-0.2903+0.1581=2.1067\ \mathrm{eV}\quad(203.3\ \mathrm{kJ/mol}),\nonumber\\
\Delta G_{\mathrm{gas}}&=\Delta G_{\mathrm{at}}+\Delta G_{\mathrm{ion}}=2.1067+13.6161=15.7228\ \mathrm{eV}\quad(1517.0\ \mathrm{kJ/mol}).
\end{align}
Using the unextrapolated cc-pVQZ energy would lower $\Delta G_{\mathrm{gas}}$ by 0.0096 eV, half the molecular shift. This indicates the sensitivity to the basis and is not a bound. The result is carried on as 15.72 eV; its second decimal rests on the extrapolation, since the unextrapolated value $15.7228-0.0096$ rounds to 15.71 eV.

The cycle expresses the absolute potential as the gas-phase free energy, computed as 15.72 eV, plus the real or the intrinsic solvation free energy of the proton, and the two resulting scales differ by $\chi$. It remains to find the solvation free energies and $\chi$ implied by the two data, and to relate $\chi$ to the dipole density and alignment of surface molecules.
